\section*{Mack's Dissolution Law and the Limits of Resist Selectivity, part 1}

(Sections cited here and not found follow in the second part.)

\section{Developer transport and surface reaction}

\subsection{Two rate laws that fail}

A positive photoresist, the kind treated here, is developed by letting a liquid dissolve the exposed regions faster than the unexposed ones. Suppose that the surface reaction alone fixed the rate, and that this rate rose as the $n$th power of the converted fraction $x$ of the resist. With the parameters used in the worked example below, a fully converted surface would then recede at 5000 nm/s. The liquid next to the resist can deliver developer fast enough for 500 nm/s at most. The power law therefore demands ten times more developer than arrives.

The opposite assumption fails as well. If delivery of developer alone fixed the rate, every part of the surface would dissolve at the same speed, whatever its exposure, and no image would appear. For such a resist the law must contain both processes. It must also say how much of the selectivity of the reaction survives when the developer has to be transported to the surface.

\subsection{The model and its conventions}

Let $m$ be the concentration of dissolution inhibitor at the resist surface, divided by its value before exposure. The converted fraction is
\begin{equation}
x=1-m,\qquad 0\le x\le 1 .
\end{equation}
Unexposed resist has $x=0$ and fully converted resist has $x=1$. SI units are used in the formulas; the layer thickness is quoted in micrometres, resist depths in nanometres and recession rates in nanometres per second.

The coordinate $z$ runs from the resist surface, $z=0$, into the liquid. Stirring keeps the developer concentration at its bulk value $c_b$ for $z\ge\delta$. Between $0$ and $\delta$ lies a stagnant layer in which developer moves by diffusion with diffusivity $D$. The concentration at the surface is $c_s$. The conversion is taken to be uniform over lateral distances much larger than $\delta$, so that developer diffuses along $z$ only.

The surface reaction is taken to be first order in developer and of order $n>0$ in converted sites. If $P=P_0x$ is the concentration of converted sites, the developer consumed per unit area and time is
\begin{equation}
J_{\rm react}=k_nP^n c_s=k_nP_0^n\,x^n c_s .
\end{equation}
The constants are collected as $k_1=k_nP_0^n$, which is a velocity: it is the surface rate constant at full conversion. It is convenient to write
\begin{equation}
\kappa=k_1x^n,\qquad J_{\rm react}=\kappa c_s .
\end{equation}
The exponent $n$ expresses the idea that several converted sites must act together before a piece of resist is released. This is a kinetic assumption. Nothing below derives $n$ from the structure of the resist, and $n$ need not be an integer.

Finally, let $V$ be the volume of resist removed per mole of developer consumed. If $\nu$ moles of developer are used per mole of repeat units and the molar volume of a repeat unit is $v_m$, then $V=v_m/\nu$. It is assumed not to depend on $x$. A flux $J$ (moles per area and time) multiplied by $V$ (volume per mole) is a velocity, so the surface recedes at
\begin{equation}
R=VJ .
\end{equation}

\subsection{The steady flux through the layer}

Fick's law gives the flux in the direction of increasing $z$ as $-D\,dc/dz$. The flux towards the resist has the opposite sign:
\begin{equation}
J=D\frac{dc}{dz}.
\end{equation}
It is positive because the concentration rises away from the consuming surface. In a steady state nothing accumulates in the layer, so $J$ is the same at every $z$. Hence $dc/dz$ is constant and the profile is linear,
\begin{equation}
c(z)=c_s+(c_b-c_s)\frac{z}{\delta}.
\end{equation}
Its slope is $(c_b-c_s)/\delta$, and therefore
\begin{equation}
J=h(c_b-c_s),\qquad h=\frac{D}{\delta}.
\end{equation}
The transfer coefficient $h$ is a velocity, like $\kappa$.

\subsection{Balance at the surface}

All developer that arrives is consumed, so the two fluxes are equal:
\begin{equation}
h(c_b-c_s)=\kappa c_s .
\end{equation}
Moving the terms in $c_s$ to one side gives $hc_b=(h+\kappa)c_s$, hence
\begin{equation}
c_s=\frac{h}{h+\kappa}\,c_b .
\end{equation}
The recession rate is $V\kappa c_s$, which becomes
\begin{equation}
R=Vc_b\frac{h\kappa}{h+\kappa}
 =Vhc_b\,\frac{k_1x^n}{h+k_1x^n}.
\end{equation}
Dividing numerator and denominator of the last fraction by $k_1$ and defining
\begin{equation}
a=\frac{h}{k_1},\qquad R_T=Vhc_b ,
\end{equation}
one obtains
\begin{equation}
R(x)=R_T\frac{x^n}{a+x^n}.
\end{equation}
At $x=1$ this equals $R_{\max}=R_T/(1+a)$. Replacing $R_T$ by $(1+a)R_{\max}$ gives Mack's form,
\begin{equation}
R=R_{\max}\frac{(1+a)(1-m)^n}{a+(1-m)^n}.
\end{equation}

The two rates $R_T$ and $R_{\max}$ have different meanings. $R_T$ is the rate that would be reached if the surface consumed developer instantly, so that $c_s=0$. $R_{\max}$ is the rate of the fully converted surface, whose reaction is still finite. They approach each other when $a\ll1$.

\subsection{Two resistances in series}

Inverting the rate separates the two processes:
\begin{equation}
\frac1R=\frac{h+\kappa}{Vc_bh\kappa}
=\frac1{Vhc_b}+\frac1{V\kappa c_b}.
\end{equation}
The first term is a transport resistance and the second a reaction resistance. They add because the same flux passes through both steps. The fraction of the total resistance that belongs to transport is
\begin{equation}
q=\frac{1/R_T}{1/R}=\frac{R}{R_T}=\frac{\kappa}{h+\kappa}
=\frac{x^n}{a+x^n}.
\end{equation}
Thus $q$ is both the rate in units of its transport limit and the degree to which transport controls that rate. The surface concentration follows as $c_s=(1-q)c_b$.

When $x^n\ll a$, the reaction is the slow step and $R\simeq R_Tx^n/a=Vk_1c_bx^n$. This is the pure power law, with no dependence on $h$. When $x^n\gg a$, transport is the slow step and $R\simeq R_T$, with no dependence on $x$. One resist can show both regimes in regions much wider than $\delta$: dark ones follow the power law while bright ones are close to saturation.

\subsection{The law with numbers}

Take the round model parameters $D=10^{-9}$ m$^2$/s, $\delta=20$ $\mu$m, $c_b=200$ mol/m$^3$, $V=5\times10^{-5}$ m$^3$/mol, $k_1=5\times10^{-4}$ m/s and $n=5$. Then
\begin{align}
h&=\frac{10^{-9}}{20\times10^{-6}}=5\times10^{-5}\ \text{m/s},\\
a&=\frac{5\times10^{-5}}{5\times10^{-4}}=0.1,\\
R_T&=(5\times10^{-5})(5\times10^{-5})(200)\ \text{m/s}
=500\ \text{nm/s}.
\end{align}
The fully converted surface recedes at $R_{\max}=500/1.1=454.5$ nm/s. The pure power law would give $R_T/a=5000$ nm/s there, which is the failure described at the start. These parameters are chosen for illustration. A measured rate that saturates with conversion does not by itself show that developer transport is the cause.

Consider a bright region with $x=0.8$ and a dark region with $x=0.3$. Their fifth powers are $0.32768$ and $0.00243$, so
\begin{align}
R_{\rm bright}&=500\,\frac{0.32768}{0.1+0.32768}=383.1\ \text{nm/s},\\
R_{\rm dark}&=500\,\frac{0.00243}{0.1+0.00243}=11.86\ \text{nm/s}.
\end{align}
Transport supplies a fraction $q=383.1/500=0.766$ of the resistance in the bright region, but $11.86/500=0.024$ in the dark one.

\subsection{How quickly the layer becomes steady}

The law used a steady concentration profile. To see how fast this profile forms, hold $x$ fixed and let $u(z,t)$ be the deviation of the concentration from the steady one. The diffusion equation and the boundary conditions are linear, so the constant $c_b$ drops out:
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial z^2},
\quad u(\delta,t)=0,
\quad D\left.\frac{\partial u}{\partial z}\right|_{0}=\kappa u(0,t).
\end{equation}
A decaying mode that vanishes at $z=\delta$ is
\begin{equation}
u=e^{-\lambda t}\sin\!\left[\beta\left(1-\frac z\delta\right)\right],
\qquad \lambda=\frac{D\beta^2}{\delta^2}.
\end{equation}
Its slope at $z=0$ is $-(\beta/\delta)\cos\beta$, apart from the time factor. The surface condition then requires
\begin{equation}
h\beta\cos\beta+\kappa\sin\beta=0 .
\end{equation}

No mode grows or stays constant. To see this, multiply the mode equation $-\lambda u=Du''$ by $u$ and integrate by parts over the layer. The boundary term at $\delta$ vanishes, and the one at the surface is $-Du(0)u'(0)=-\kappa u(0)^2$. Thus
\begin{equation}
\lambda\int_0^\delta u^2dz=D\int_0^\delta (u')^2dz+\kappa u(0)^2>0 .
\end{equation}
The right side could vanish for a constant $u$ alone, and a constant that is zero at $\delta$ is zero everywhere.

For $0<\beta<\pi/2$ the first term of the condition on $\beta$ is positive and the second is not negative, so there is no root. At $\beta=\pi/2$ the left side equals $\kappa\ge0$, and at $\beta=\pi$ it equals $-\pi h<0$. The smallest root therefore lies between these values, and the slowest relaxation time obeys
\begin{equation}
\tau=\frac{\delta^2}{D\beta^2}\le\frac{4\delta^2}{\pi^2D}.
\end{equation}
Equality holds at $\kappa=0$. In the example the bound is $0.162$ s. Dividing the layer into 60 cells and finding the slowest eigenvalue of the discrete diffusion matrix gives $0.049$ s for $x=1$, where the reacting surface helps to drain the excess.

If the converted fraction varies with depth, the receding surface meets a changing $x$. The steady law can follow this change when $\kappa$ changes little during $\tau$. Since $\kappa\propto x^n$, its relative change in that time is about $n\tau|\dot x|/x$, and the steady law is reliable when this is small. The condition is not necessary where $\kappa$ stays far below $h$: the surface concentration then remains close to $c_b$ even if $\kappa$ changes quickly.

\subsection{The cost of the initial transient}

When development begins, the layer may still be filled with developer at concentration $c_b$. The surface then recedes faster than the steady law says until the excess has gone, partly by reaction at the surface and partly by diffusion back into the bulk. The extra depth removed can be found without summing modes. The initial deviation is
\begin{equation}
u(z,0)=(c_b-c_s)\left(1-\frac z\delta\right).
\end{equation}
Let $U(z)=\int_0^\infty u\,dt$. Integrating the diffusion equation over time gives $DU''=-u(z,0)$, because $u$ decays to zero. One integration in $z$, with $DU'(0)=\kappa U(0)$, yields
\begin{equation}
DU'(z)=\kappa U(0)-(c_b-c_s)\left(z-\frac{z^2}{2\delta}\right).
\end{equation}
A second integration from $0$ to $\delta$, with $U(\delta)=0$, gives
\begin{equation}
U(0)\left(1+\frac{\kappa}{h}\right)=(c_b-c_s)\frac{\delta^2}{3D},
\end{equation}
since $\delta^2/2-\delta^2/6=\delta^2/3$. The extra depth is $V\kappa U(0)$. Inserting $c_b-c_s=qc_b$, $\kappa h/(h+\kappa)=hq$ and $h\delta^2/D=\delta$ gives
\begin{equation}
\Delta L=\frac{Vc_b\,\delta\,q^2}{3}.
\end{equation}
For the bright region, $Vc_b=0.01$ and $\delta=20\,000$ nm, so $\Delta L=200(0.766)^2/3\simeq39$ nm. This is about 4\% of a film 1000 nm thick. In the dark region the factor $q^2$ makes the effect negligible.

\subsection{The effect of a receding surface}

The steady derivation also treated the surface as fixed. Suppose now that stirring keeps the layer thickness at $\delta$, measured from the moving surface, and that dissolved resist occupies the same volume in the liquid as it did in the film. The liquid is then at rest in the laboratory while the surface recedes towards negative $z$ at speed $R$. Seen from the surface, the liquid moves away at speed $R$.

This motion carries developer away from the surface, so the flux towards it is $J=Dc'-Rc$. All of this flux is consumed, and $J=R/V$. Therefore
\begin{equation}
D\frac{dc}{dz}=R\left(c+\frac1V\right).
\end{equation}
Separating variables and integrating across the layer gives
\begin{equation}
R=h\ln\frac{1+Vc_b}{1+Vc_s}
=h\int_{Vc_s}^{Vc_b}\frac{dt}{1+t}.
\end{equation}
The integrand lies between $1/(1+Vc_b)$ and $1$. Hence $R=h_{\rm eff}V(c_b-c_s)$ with
\begin{equation}
\frac{h}{1+Vc_b}\le h_{\rm eff}\le h .
\end{equation}
The surface balance is as before, with $h_{\rm eff}$ in place of $h$. The ratio of the new rate to the old one is
\begin{equation}
\frac{h_{\rm eff}}{h}\,\frac{h+\kappa}{h_{\rm eff}+\kappa}
\ge\frac{h_{\rm eff}}h\ge\frac1{1+Vc_b},
\end{equation}
because $h_{\rm eff}\le h$. Relative to the fixed-surface law, the reduction is thus less than $Vc_b$, here 1\%. Integrating the layer equation numerically and adjusting $R$ until $c(\delta)=c_b$ gives reductions of 0.47\% in the bright region and 0.02\% in the dark one. The condition $Vc_b\ll1$ is therefore sufficient for neglecting the motion of the surface at any conversion.

\section{Selectivity and reaction order}

\subsection{Symbols and results carried over}

The converted fraction is $x=1-m$, with $m$ the relative inhibitor concentration. The reaction has order $n$ in $x$ and surface rate constant $k_1$ at $x=1$. Developer of bulk concentration $c_b$ crosses a layer with transfer coefficient $h$, and $V$ is the resist volume removed per mole of developer consumed. With $a=h/k_1$ and the transport-limited rate $R_T=Vhc_b$, the steady recession rate is
\begin{equation}
R=R_Tq,\qquad q=\frac{x^n}{a+x^n}.
\label{eq:law}
\end{equation}
The number $q$ is the share of transport in the total resistance. The law holds for regions much wider than the thickness $\delta$ of the layer. The example has $n=5$, $a=0.1$ and $R_T=500$ nm/s. Its bright region, $x=0.8$, has $R=383.1$ nm/s; its dark region, $x=0.3$, has $R=11.86$ nm/s.

Diffusion through the stagnant layer and reaction at the surface, acting in series, give a steady recession rate that follows a power law at low conversion and can saturate at high conversion; the effects of the initial transient and of the receding surface have also been estimated. It remains to find how reaction order, transport and a slow separate dissolution of unexposed resist determine the selectivity between regions of different conversion, and what this means at the edge of a feature.

All numerical values are calculated from the stated model.
